# Total crystal momentum of a filled spinless band on a ring: a numerical check

```python
"""
Result under test: N spinless electrons filling one band of a periodic ring of
N cells (length a each) have total crystal momentum K = pi (N-1)/a modulo
2 pi/a: zero for odd N, pi/a for even N. Equivalently, translation by one cell
multiplies their Slater determinant by (-1)**(N-1).

Model: sites A and B in each cell, site energies +delta and -delta,
hopping -t_in inside a cell and -t_out between neighbouring cells.
Translation T: (T psi)(x) = psi(x - a), so a Bloch state has T = exp(-i k a).
Energies in eV, lengths in angstrom.
"""
from itertools import combinations
from math import factorial, pi, sqrt
import numpy as np
from scipy.constants import physical_constants

a = 4.0
t_in, t_out, delta = 1.5, 0.5, 0.4
bohr = physical_constants["Bohr radius"][0] * 1e10


def ring_hamiltonian(n_cells, wrap=1.0):
    """One-electron matrix; wrap = -1 gives antiperiodic orbitals."""
    size = 2 * n_cells
    h = np.zeros((size, size))
    for j in range(n_cells):
        A, B, next_A = 2 * j, 2 * j + 1, (2 * j + 2) % size
        h[A, A], h[B, B] = delta, -delta
        h[A, B] = h[B, A] = -t_in
        bond = -t_out * (wrap if j == n_cells - 1 else 1.0)
        h[B, next_A] = h[next_A, B] = bond
    return h


def translation(n_cells, wrap=1.0):
    size = 2 * n_cells
    T = np.zeros((size, size))
    for p in range(size):
        T[(p + 2) % size, p] = wrap if p + 2 >= size else 1.0
    return T


def fold(k):
    """Bring a wave number into (-pi/a, pi/a]."""
    phase = (k * a) % (2 * pi)
    if phase > pi + 1e-8:
        phase -= 2 * pi
    return phase / a


def bloch_matrix(k):
    off = -(t_in + t_out * np.exp(-1j * k * a))
    return np.array([[delta, off], [np.conj(off), -delta]])


def lower_band(k):
    return np.linalg.eigvalsh(bloch_matrix(k))[0]


def occupied_orbitals(n_cells, wrap=1.0):
    energies, vectors = np.linalg.eigh(ring_hamiltonian(n_cells, wrap))
    gap = energies[n_cells] - energies[n_cells - 1]
    return vectors[:, :n_cells], energies[:n_cells].sum(), gap


def measured_k(n_cells):
    """Wave numbers found by diagonalizing T inside the occupied space."""
    C = occupied_orbitals(n_cells)[0]
    values = np.linalg.eigvals(C.T @ translation(n_cells) @ C)
    assert np.allclose(abs(values), 1.0, atol=1e-10)
    return np.array(sorted(fold(-np.angle(v) / a) for v in values))


def many_electron_ground_state(n_cells):
    """Full N-electron diagonalization; returns E0, excitation gap, <T>."""
    h = ring_hamiltonian(n_cells)
    size = 2 * n_cells
    basis = list(combinations(range(size), n_cells))
    index = {state: i for i, state in enumerate(basis)}
    H = np.zeros((len(basis), len(basis)))
    T = np.zeros_like(H)
    for i, state in enumerate(basis):
        H[i, i] = sum(h[p, p] for p in state)
        for q in state:
            for p in range(size):
                if p in state or h[p, q] == 0.0:
                    continue
                low, high = min(p, q), max(p, q)
                crossed = sum(low < r < high for r in state)
                new = tuple(sorted([r for r in state if r != q] + [p]))
                H[index[new], i] += (-1) ** crossed * h[p, q]
        moved = [(p + 2) % size for p in state]
        inversions = sum(x > y for x, y in combinations(moved, 2))
        T[index[tuple(sorted(moved))], i] = (-1) ** inversions
    assert np.allclose(H, H.T)
    assert np.allclose(H @ T, T @ H, atol=1e-12)
    energies, vectors = np.linalg.eigh(H)
    ground = vectors[:, 0]
    return energies[0], energies[1] - energies[0], ground @ T @ ground


# Sum of measured wave numbers, and translation sign, for many ring sizes
for n in range(3, 13):
    expected_K = 0.0 if n % 2 else pi / a
    ks = measured_k(n)
    grid = np.array(sorted(fold(2 * pi * m / (n * a)) for m in range(n)))
    assert np.allclose(ks, grid, atol=1e-8)
    assert abs(fold(ks.sum()) - expected_K) < 1e-7
    C = occupied_orbitals(n)[0]
    sign = np.linalg.det(C.T @ translation(n) @ C)
    assert abs(sign - (-1) ** (n - 1)) < 1e-10
    C_anti = occupied_orbitals(n, -1.0)[0]
    sign_anti = np.linalg.det(C_anti.T @ translation(n, -1.0) @ C_anti)
    assert abs(sign_anti - (-1) ** n) < 1e-10
    # both bands filled: every site orbital is occupied
    assert abs(np.linalg.det(translation(n)) - 1.0) < 1e-10

# Wannier orbitals built from Bloch states with arbitrary phases
rng = np.random.default_rng(1)
for n in (5, 6):
    cells = np.arange(n)
    W = np.zeros((2 * n, n), dtype=complex)
    for m in range(n):
        k = 2 * pi * m / (n * a)
        u = np.linalg.eigh(bloch_matrix(k))[1][:, 0]
        u = u * np.exp(2j * pi * rng.random())
        psi = np.kron(np.exp(1j * k * a * cells), u) / sqrt(n)
        W += np.outer(psi, np.exp(-1j * k * a * cells)) / sqrt(n)
    C = occupied_orbitals(n)[0]
    assert np.allclose(W.conj().T @ W, np.eye(n), atol=1e-12)
    assert np.allclose(W @ W.conj().T, C @ C.T, atol=1e-10)
    assert np.allclose(translation(n) @ W, np.roll(W, -1, axis=1), atol=1e-12)

print(f"cell length a = {a:.1f} angstrom")
print(f"hopping inside cell = {t_in:.1f} eV, between cells = {t_out:.1f} eV")
print(f"site energies = +{delta:.1f} and -{delta:.1f} eV")
print(f"reciprocal lattice vector 2 pi/a = {2 * pi / a:.6f} 1/angstrom")

sublattice = [0, 1, 0, 0, 1, 1]
for n in (5, 6):
    C, band_energy, gap = occupied_orbitals(n)
    ks = measured_k(n)
    total = fold(ks.sum())
    print(f"--- N = {n} ---")
    print("occupied k (1/angstrom): "
          + ", ".join(f"{round(k, 6) + 0.0:.6f}" for k in ks))
    unfolded = sum(2 * pi * m / (n * a) for m in range(n))
    print(f"sum with m = 0..N-1, not folded = {unfolded:.6f} 1/angstrom")
    print(f"total K, folded = {round(total, 6) + 0.0:.6f} 1/angstrom")
    print(f"gap between filled and empty levels = {gap:.4f} eV")

    # Slater determinant at one configuration and with all arguments x - a
    sites = np.array([2 * j + sublattice[j] for j in range(n)])
    shifted = (sites - 2) % (2 * n)
    value = np.linalg.det(C[sites]) / sqrt(factorial(n))
    value_shifted = np.linalg.det(C[shifted]) / sqrt(factorial(n))
    assert abs(value) > 1e-5
    assert abs(value_shifted - (-1) ** (n - 1) * value) < 1e-12
    print("electron sites (A=0, B=1 in cells 0..N-1): "
          + " ".join(str(s) for s in sublattice[:n]))
    print(f"|Psi| at these sites = {abs(value):.6f} (dimensionless)")
    print(f"Psi(all x - a)/Psi(all x) = {value_shifted / value:+.6f}")

    C_anti = occupied_orbitals(n, -1.0)[0]
    sign_anti = np.linalg.det(C_anti.T @ translation(n, -1.0) @ C_anti)
    print(f"translation sign, antiperiodic orbitals = {sign_anti:+.6f}")

    # Group velocities dE/dk (hbar = 1) by central differences
    step = 1e-4
    slopes = np.array([(lower_band(k + step) - lower_band(k - step))
                       / (2 * step) for k in ks])
    assert abs(slopes).max() > 0.1
    assert abs(slopes.sum()) < 1e-7
    print(f"largest |dE/dk| on the grid = {abs(slopes).max():.4f} eV angstrom")
    print(f"|sum of dE/dk| = {abs(slopes.sum()):.6f} eV angstrom")

print("--- full many-electron diagonalization ---")
for n in (3, 4, 5, 6):
    energy, excitation, sign = many_electron_ground_state(n)
    _, band_energy, gap = occupied_orbitals(n)
    assert abs(energy - band_energy) < 1e-9
    assert excitation > 0.1 and abs(excitation - gap) < 1e-9
    assert abs(sign - (-1) ** (n - 1)) < 1e-9
    print(f"N = {n}: E0 = {energy:.6f} eV, "
          f"first excitation = {excitation:.4f} eV, <T> = {sign:+.6f}")

K_even = fold(measured_k(6).sum())
print(f"K for N = 6 in atomic units = {K_even * bohr:.6f} 1/bohr")
print("checks complete")
```

Printed output:

```
cell length a = 4.0 angstrom
hopping inside cell = 1.5 eV, between cells = 0.5 eV
site energies = +0.4 and -0.4 eV
reciprocal lattice vector 2 pi/a = 1.570796 1/angstrom
--- N = 5 ---
occupied k (1/angstrom): -0.628319, -0.314159, 0.000000, 0.314159, 0.628319
sum with m = 0..N-1, not folded = 3.141593 1/angstrom
total K, folded = 0.000000 1/angstrom
gap between filled and empty levels = 2.4054 eV
electron sites (A=0, B=1 in cells 0..N-1): 0 1 0 0 1
|Psi| at these sites = 0.012145 (dimensionless)
Psi(all x - a)/Psi(all x) = +1.000000
translation sign, antiperiodic orbitals = -1.000000
largest |dE/dk| on the grid = 1.6144 eV angstrom
|sum of dE/dk| = 0.000000 eV angstrom
--- N = 6 ---
occupied k (1/angstrom): -0.523599, -0.261799, 0.000000, 0.261799, 0.523599, 0.785398
sum with m = 0..N-1, not folded = 3.926991 1/angstrom
total K, folded = 0.785398 1/angstrom
gap between filled and empty levels = 2.1541 eV
electron sites (A=0, B=1 in cells 0..N-1): 0 1 0 0 1 1
|Psi| at these sites = 0.003940 (dimensionless)
Psi(all x - a)/Psi(all x) = -1.000000
translation sign, antiperiodic orbitals = +1.000000
largest |dE/dk| on the grid = 1.8799 eV angstrom
|sum of dE/dk| = 0.000000 eV angstrom
--- full many-electron diagonalization ---
N = 3: E0 = -4.803663 eV, first excitation = 2.7641 eV, <T> = +1.000000
N = 4: E0 = -6.378542 eV, first excitation = 2.1541 eV, <T> = -1.000000
N = 5: E0 = -7.979697 eV, first excitation = 2.4054 eV, <T> = +1.000000
N = 6: E0 = -9.573933 eV, first excitation = 2.1541 eV, <T> = -1.000000
K for N = 6 in atomic units = 0.415615 1/bohr
checks complete
```
